# The Pi-Flux Square Lattice and Lieb's Theorem at Half Filling: a numerical check

```python
"""
Result under test: electrons on a square lattice, hopping size t, spacing a = 1.
With flux pi per plaquette the bands are E = +-2t sqrt(cos^2 kx + cos^2 ky),
and at half filling no other set of hopping phases has a lower energy (on an
even torus the loop products must be (-1)^(L/2-1) for loops of length L).
Energies are per site and per spin, in units of t, unless a label says otherwise.
Symbols: h = one-particle Hamiltonian, phi = 2 pi p/q = flux per plaquette,
A, B = blocks of h on the two sides of a mirror, C = bonds cut by the mirror.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import ellipe

rng = np.random.default_rng(7)


def best_loop(length):
    return (-1) ** (length // 2 - 1)


def torus_bonds(Lx, Ly, loop_x, loop_y):
    """Heads, tails and pi-flux signs of all bonds of a torus."""
    head, tail, sign = [], [], []
    for x in range(Lx):
        for y in range(Ly):
            here = x * Ly + y
            head.append(((x + 1) % Lx) * Ly + y)
            tail.append(here)
            sign.append(loop_x if x == Lx - 1 else 1)
            head.append(x * Ly + (y + 1) % Ly)
            tail.append(here)
            sign.append((-1) ** x * (loop_y if y == Ly - 1 else 1))
    return np.array(head), np.array(tail), np.array(sign)


def hamiltonian(head, tail, phase, sites):
    h = np.zeros((sites, sites), dtype=np.result_type(phase, float))
    h[head, tail] = -phase
    return h + h.conj().T


def half_filled(h):
    """Energy per site with the lower half of the levels occupied."""
    levels = np.linalg.eigvalsh(h)
    n = levels.shape[-1]
    return levels[..., : n // 2].sum(axis=-1) / n


def pi_torus(Lx, Ly, loop_x, loop_y):
    head, tail, sign = torus_bonds(Lx, Ly, loop_x, loop_y)
    return hamiltonian(head, tail, sign.astype(float), Lx * Ly)


# ---- band formula against real-space diagonalization
for Lx, Ly in ((8, 6), (6, 10)):
    lx, ly = best_loop(Lx), best_loop(Ly)
    kx = (2 * np.pi * np.arange(Lx // 2) + (np.pi if lx < 0 else 0)) / Lx
    ky = (2 * np.pi * np.arange(Ly) + (np.pi if ly < 0 else 0)) / Ly
    band = 2 * np.sqrt(np.cos(kx)[:, None] ** 2 + np.cos(ky)[None, :] ** 2)
    formula = np.sort(np.concatenate([band.ravel(), -band.ravel()]))
    direct = np.linalg.eigvalsh(pi_torus(Lx, Ly, lx, ly))
    assert np.max(np.abs(formula - direct)) < 1e-10
    print(f"torus {Lx}x{Ly}: largest level error of band formula = "
          f"{np.max(np.abs(formula - direct)):.1e} t")

# ---- energy of the infinite lattice


def inner_average(k):
    s = 1 + np.cos(k) ** 2
    return 2 / np.pi * np.sqrt(s) * ellipe(1 / s)


e_pi = -quad(inner_average, 0, np.pi / 2, epsabs=1e-11)[0] * 2 / np.pi
e_zero = -8 / np.pi ** 2
torus_energy = {L: half_filled(pi_torus(L, L, best_loop(L), best_loop(L)))
                for L in (12, 24)}
errors = {L: torus_energy[L] - e_pi for L in torus_energy}
assert abs(errors[24]) < 1e-3
assert 6 < errors[12] / errors[24] < 10   # a conical band gives 1/L^3
wrong_loops = half_filled(pi_torus(12, 12, 1, 1))
assert wrong_loops > torus_energy[12]
print(f"infinite lattice, flux pi: e = {e_pi:.6f} t")
print(f"infinite lattice, flux 0:  e = {e_zero:.6f} t")
print(f"gain of flux pi over flux 0 = {e_zero - e_pi:.6f} t")
for L in torus_energy:
    print(f"torus {L}x{L}, flux pi, best loops: e = {torus_energy[L]:.6f} t")
print(f"ratio of finite-size errors, L=12 to L=24 = "
      f"{errors[12] / errors[24]:.2f}")
print(f"torus 12x12, flux pi, both loop products +1: e = {wrong_loops:.6f} t")

# ---- uniform rational flux, from the Harper matrix


def harper_levels(p, q, nk):
    grid = 2 * np.pi * (np.arange(nk) + 0.5) / nk
    twist, ky = [g.ravel() for g in np.meshgrid(grid, grid)]
    hop = np.zeros((nk * nk, q, q), complex)
    diagonal = np.zeros_like(hop)
    for x in range(q):
        hop[:, (x + 1) % q, x] += -np.exp(1j * twist * (x == q - 1))
        diagonal[:, x, x] = -2 * np.cos(ky + 2 * np.pi * p * x / q)
    return np.linalg.eigvalsh(diagonal + hop + hop.conj().transpose(0, 2, 1))


fluxes = [(0, 1), (1, 8), (1, 6), (1, 4), (1, 3), (3, 8), (2, 5), (3, 7), (1, 2)]
half, quarter = {}, {}
for p, q in fluxes:
    levels = np.sort(harper_levels(p, q, 96).ravel())
    half[p, q] = levels[: levels.size // 2].sum() / levels.size
    quarter[p, q] = levels[: levels.size // 4].sum() / levels.size
    assert abs(np.mean(levels ** 2) - 4) < 1e-9
    fourth = 28 + 8 * np.cos(2 * np.pi * p / q)
    assert abs(np.mean(levels ** 4) - fourth) < 1e-8
    print(f"flux {p}/{q} of 2pi: half-filled e = {half[p, q]:.5f} t, "
          f"<E^4> = {np.mean(levels ** 4):.3f} t^4")
# the k grid has a discretization error of order 1/96^2
assert abs(half[0, 1] - e_zero) < 1e-3 and abs(half[1, 2] - e_pi) < 1e-3
assert all(half[1, 2] < half[f] for f in fluxes if f != (1, 2))
assert quarter[1, 4] < quarter[1, 2] and quarter[1, 4] < quarter[0, 1]
for f in ((0, 1), (1, 4), (1, 2)):
    print(f"quarter filling, flux {f[0]}/{f[1]} of 2pi: e = {quarter[f]:.5f} t")
holder = -0.5 * 4 ** 1.5 / np.sqrt(20)
assert e_pi < holder < e_zero
print(f"moment bound for flux pi: e is at most {holder:.5f} t")

# ---- linear density of states near E = 0
window = 0.3
counted = np.mean(np.abs(harper_levels(1, 2, 400)) < window)
predicted = window ** 2 / (4 * np.pi)
assert abs(counted / predicted - 1) < 0.04   # counting noise of the k grid
print(f"share of levels with |E| < {window} t: counted {counted:.5f}, "
      f"cone formula {predicted:.5f}")

# ---- ingredients of the mirror proof, on random matrices


def random_hermitian(n):
    m = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (m + m.conj().T) / 2


def mirror_matrix(A, B, C):
    return np.block([[A, C], [C, -B]])


def trace_abs(h):
    return np.abs(np.linalg.eigvalsh(h)).sum()


def log_partition(h, temperature):
    x = np.linalg.eigvalsh(h) / (2 * temperature)
    return np.logaddexp(x, -x).sum()


sample = random_hermitian(5)


def log_det(w):
    return np.linalg.slogdet(np.eye(5) + sample @ sample / w ** 2)[1]


integral = (quad(log_det, 0, 1, limit=200)[0]
            + quad(log_det, 1, np.inf, limit=200)[0]) / np.pi
assert abs(integral - trace_abs(sample)) < 1e-6
for trial in range(200):
    A, B = random_hermitian(5), random_hermitian(5)
    C = np.diag(rng.uniform(0, 2, 5) * (np.arange(5) < 4))
    AB, AA, BB = (mirror_matrix(*pair, C) for pair in ((A, B), (A, A), (B, B)))
    assert trace_abs(AB) <= (trace_abs(AA) + trace_abs(BB)) / 2 + 1e-10
    for temp in (0.2, 1.0):
        mean_log = (log_partition(AA, temp) + log_partition(BB, temp)) / 2
        assert log_partition(AB, temp) <= mean_log + 1e-10
    X = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    Y = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    one = np.eye(4)
    left = abs(np.linalg.det(one + X.conj().T @ Y)) ** 2
    right = (np.linalg.det(one + X.conj().T @ X)
             * np.linalg.det(one + Y.conj().T @ Y)).real
    assert left <= right * (1 + 1e-10)
print(f"Tr|h| of a random 5x5 matrix: levels {trace_abs(sample):.6f}, "
      f"determinant integral {integral:.6f}")

# ---- mirror step on tori with random fluxes
smallest_drop = np.inf
for Lx in (4, 6):
    Ly = 4
    head, tail, _ = torus_bonds(Lx, Ly, 1, 1)
    left_sites = np.arange(Lx // 2 * Ly)
    right_sites = np.array([(Lx - 1 - s // Ly) * Ly + s % Ly for s in left_sites])
    order = np.concatenate([left_sites, right_sites])
    for trial in range(20):
        phase = np.exp(2j * np.pi * rng.random(head.size))
        h = hamiltonian(head, tail, phase, Lx * Ly)
        cut = np.diag(h[np.ix_(left_sites, right_sites)])
        gauge = np.where(np.abs(cut) > 0.5, cut.conj(), 1)
        A = h[np.ix_(left_sites, left_sites)]
        B = -(gauge.conj()[:, None] * h[np.ix_(right_sites, right_sites)] * gauge)
        C = np.diag(np.abs(cut))
        mirrored = [mirror_matrix(A, A, C), mirror_matrix(B, B, C)]
        drop = half_filled(h) - np.mean([half_filled(m) for m in mirrored])
        smallest_drop = min(smallest_drop, drop)
        assert drop > -1e-12
        for m in mirrored:
            full = np.zeros_like(m)
            full[np.ix_(order, order)] = m
            for x in (Lx // 2 - 1, Lx - 1):
                for y in range(Ly):
                    a, b = x * Ly + y, ((x + 1) % Lx) * Ly + y
                    c = ((x + 1) % Lx) * Ly + (y + 1) % Ly
                    d = x * Ly + (y + 1) % Ly
                    loop = full[a, b] * full[b, c] * full[c, d] * full[d, a]
                    assert abs(loop + 1) < 1e-10
            ring = np.prod([full[x * Ly, ((x + 1) % Lx) * Ly] for x in range(Lx)])
            assert abs(ring - best_loop(Lx)) < 1e-10
print(f"mirror step, 40 random flux patterns: smallest energy drop = "
      f"{smallest_drop:.5f} t")

# ---- every sign pattern on a cylinder, 6 sites around and 3 wide
around, wide = 6, 3
patterns = 2 ** 13
bits = 1 - 2 * ((np.arange(patterns)[:, None] >> np.arange(13)) & 1)
ring_signs = np.ones((patterns, wide, around))
ring_signs[:, 0, around - 1] = bits[:, 0]
ring_signs[:, 1:, :] = bits[:, 1:].reshape(patterns, wide - 1, around)
H = np.zeros((patterns, around * wide, around * wide))
for x in range(around):
    for y in range(wide):
        i, j = x * wide + y, ((x + 1) % around) * wide + y
        H[:, i, j] = H[:, j, i] = -ring_signs[:, y, x]
        if y < wide - 1:
            H[:, i, i + 1] = H[:, i + 1, i] = -1
energies = half_filled(H)
all_pi = np.all(ring_signs[:, :-1] * ring_signs[:, 1:] == -1, axis=(1, 2))
right_ring = np.prod(ring_signs[:, 0], axis=1) == best_loop(around)
chosen = np.flatnonzero(all_pi & right_ring)
assert chosen.size == 1
assert abs(energies[chosen[0]] - energies.min()) < 1e-10
lowest = energies < energies.min() + 1e-9
print(f"cylinder 6x3: {patterns} sign patterns, lowest e = {energies.min():.6f} t")
print(f"cylinder 6x3: e of flux pi = {energies[chosen[0]]:.6f} t, "
      f"patterns at the minimum = {lowest.sum()}")
print(f"cylinder 6x3: next higher e = {energies[~lowest].min():.6f} t")

# ---- free minimization over all bond phases of a 6x4 torus
head, tail, _ = torus_bonds(6, 4, 1, 1)
target = half_filled(pi_torus(6, 4, best_loop(6), best_loop(4))) * 24


def energy_and_slope(theta):
    phase = np.exp(1j * theta)
    levels, vectors = np.linalg.eigh(hamiltonian(head, tail, phase, 24))
    filled = vectors[:, :12]
    density = filled @ filled.conj().T
    slope = 2 * np.real(density[tail, head] * (-1j) * phase)
    return levels[:12].sum(), slope


starts, ends = [], []
for trial in range(16):
    theta = 2 * np.pi * rng.random(head.size)
    starts.append(energy_and_slope(theta)[0])
    found = minimize(energy_and_slope, theta, jac=True, method="L-BFGS-B",
                     options={"maxiter": 300})
    ends.append(found.fun)
starts, ends = np.array(starts), np.array(ends)
assert ends.min() > target - 1e-9
print(f"torus 6x4, flux pi, best loops: e = {target / 24:.6f} t")
print(f"torus 6x4, {starts.size} random starts: mean initial e = "
      f"{starts.mean() / 24:.6f} t")
print(f"torus 6x4, after minimization: lowest e = {ends.min() / 24:.6f} t, "
      f"highest e = {ends.max() / 24:.6f} t")
print(f"torus 6x4, runs ending within 1e-5 t per site of flux pi = "
      f"{np.sum(ends - target < 24e-5)}")

# ---- size of a real magnetic field that would give flux pi
spacing_nm, t_eV = 0.40, 0.30
spacing = spacing_nm * 1e-9
field = const.h / (2 * const.e * spacing ** 2)
bohr_magneton = const.physical_constants["Bohr magneton"][0]
zeeman_eV = bohr_magneton * field / const.e
length_nm = np.sqrt(const.hbar / (const.e * field)) * 1e9
gain_eV = 2 * (e_zero - e_pi) * t_eV
assert zeeman_eV > gain_eV and length_nm < spacing_nm
print(f"scale example: a = {spacing_nm:.2f} nm, t = {t_eV:.2f} eV")
print(f"field for flux pi = {field:.3e} T")
print(f"energy gain per site, both spins = {gain_eV:.4f} eV")
print(f"Zeeman shift of one spin (g = 2) = {zeeman_eV:.3f} eV")
print(f"magnetic length = {length_nm:.3f} nm")

print("finished without a failed check")
```

Output:

```
torus 8x6: largest level error of band formula = 4.4e-15 t
torus 6x10: largest level error of band formula = 6.4e-15 t
infinite lattice, flux pi: e = -0.958091 t
infinite lattice, flux 0:  e = -0.810569 t
gain of flux pi over flux 0 = 0.147522 t
torus 12x12, flux pi, best loops: e = -0.959132 t
torus 24x24, flux pi, best loops: e = -0.958215 t
ratio of finite-size errors, L=12 to L=24 = 8.41
torus 12x12, flux pi, both loop products +1: e = -0.954704 t
flux 0/1 of 2pi: half-filled e = -0.81042 t, <E^4> = 36.000 t^4
flux 1/8 of 2pi: half-filled e = -0.82586 t, <E^4> = 33.657 t^4
flux 1/6 of 2pi: half-filled e = -0.83533 t, <E^4> = 32.000 t^4
flux 1/4 of 2pi: half-filled e = -0.85890 t, <E^4> = 28.000 t^4
flux 1/3 of 2pi: half-filled e = -0.85696 t, <E^4> = 24.000 t^4
flux 3/8 of 2pi: half-filled e = -0.87976 t, <E^4> = 22.343 t^4
flux 2/5 of 2pi: half-filled e = -0.89235 t, <E^4> = 21.528 t^4
flux 3/7 of 2pi: half-filled e = -0.91348 t, <E^4> = 20.792 t^4
flux 1/2 of 2pi: half-filled e = -0.95809 t, <E^4> = 20.000 t^4
quarter filling, flux 0/1 of 2pi: e = -0.65642 t
quarter filling, flux 1/4 of 2pi: e = -0.68232 t
quarter filling, flux 1/2 of 2pi: e = -0.58956 t
moment bound for flux pi: e is at most -0.89443 t
share of levels with |E| < 0.3 t: counted 0.00725, cone formula 0.00716
Tr|h| of a random 5x5 matrix: levels 7.899944, determinant integral 7.899944
mirror step, 40 random flux patterns: smallest energy drop = 0.02734 t
cylinder 6x3: 8192 sign patterns, lowest e = -0.879288 t
cylinder 6x3: e of flux pi = -0.879288 t, patterns at the minimum = 1
cylinder 6x3: next higher e = -0.855932 t
torus 6x4, flux pi, best loops: e = -0.985599 t
torus 6x4, 16 random starts: mean initial e = -0.868269 t
torus 6x4, after minimization: lowest e = -0.985599 t, highest e = -0.985599 t
torus 6x4, runs ending within 1e-5 t per site of flux pi = 16
scale example: a = 0.40 nm, t = 0.30 eV
field for flux pi = 1.292e+04 T
energy gain per site, both spins = 0.0885 eV
Zeeman shift of one spin (g = 2) = 0.748 eV
magnetic length = 0.226 nm
finished without a failed check
```
